# Dissolved oxygen in silicon from its infrared absorption

## The problem

Oxygen dissolved in a silicon crystal sits between two neighbouring silicon atoms and forms a Si–O–Si unit. At room temperature the stretching vibration of this unit absorbs infrared light in a band near 1107 cm⁻¹. The height of the band measures the density of dissolved oxygen, once a calibration is known. Here the calibration is given as

$$K=3.14\times10^{17}\ \text{oxygen atoms per cm}^3\ \text{per cm}^{-1}\ \text{of absorption}.$$

Since cm⁻³ divided by cm⁻¹ is cm⁻², the unit of $K$ is cm⁻².

(a) The net silicon–oxygen absorption at the peak of the band is $\alpha_{\rm net}=3\ \text{cm}^{-1}$. What is the density $N$ of dissolved oxygen, and why may it be found by simple proportion?

(b) A spectrometer records transmittance, not absorption. A polished wafer of thickness $d=0.20$ cm transmits the fraction $T_s=0.2339$ of the light at the band centre. An oxygen-free reference wafer of the same thickness and finish transmits $T_r=0.4470$. The refractive index is $n=3.42$. Which net absorption do these readings give?

The transmittances belong to a model wafer with rough typical properties; they are not measured data. "Net" means that the absorption of the silicon lattice itself, which is also present at 1107 cm⁻¹, has been subtracted. The absorption coefficient $\alpha$ is defined with the natural exponential: inside the crystal the intensity falls as $I(z)=I(0)e^{-\alpha z}$.

## A first estimate by scaling

Suppose that the oxygen merely multiplies the transmittance of the wafer by $e^{-\alpha_{\rm net}d}$. The surfaces and the lattice then act equally on both wafers and cancel in the ratio:

$$\frac{T_s}{T_r}\approx e^{-\alpha_{\rm net}d}.$$

Taking the logarithm and dividing by $-d$ gives

$$\alpha_{\rm net}\approx\frac1d\ln\frac{T_r}{T_s}
=\frac{1}{0.20\ \text{cm}}\ln\frac{0.4470}{0.2339}
=3.24\ \text{cm}^{-1}.$$

If density scales with absorption, the oxygen density is about

$$3.14\times10^{17}\times3.24\approx1.02\times10^{18}\ \text{cm}^{-3}.$$

Two assumptions remain to be examined: that density is proportional to peak absorption, and that the surfaces cancel.

## Solution of part (a)

**From absorbing centres to an absorption coefficient.** Let each oxygen centre remove light as if it had an area $\sigma$, averaged over the orientations of the Si–O–Si units. A layer of thickness $dz$ and area $S$ contains $NS\,dz$ centres. If they are dilute and do not shadow one another within the thin layer, they block the fraction $NS\,dz\,\sigma/S=N\sigma\,dz$ of the light. Hence

$$dI=-N\sigma I\,dz,\qquad \frac{dI}{I}=-N\sigma\,dz,\qquad I(z)=I(0)e^{-N\sigma z}.$$

Comparison with the definition of $\alpha$ gives $\alpha_{\rm net}=N\sigma$, and therefore

$$N=\frac{\alpha_{\rm net}}{\sigma}=K\alpha_{\rm net},\qquad K=\frac1\sigma .$$

The calibration is the inverse of the cross-section at the band peak. The given value corresponds to $\sigma=3.18\times10^{-18}$ cm² per oxygen atom.

**What the cross-section depends on.** An oscillator model shows when $\sigma$ may be treated as a constant. Let $\nu$ be the wavenumber (inverse wavelength), $\nu_0$ the band centre and $\Gamma$ the full width of the band at half its height. With time dependence $e^{-i\omega t}$, damped oscillators of density $N$ and strength $A$ change the dielectric function to

$$\varepsilon(\nu)=n^2+\frac{NA}{\nu_0^2-\nu^2-i\Gamma\nu}.$$

The lattice absorption is left out of this line because, for weak absorption, it simply adds. Write the complex refractive index as $n'+i\kappa$. Its square has the imaginary part $2n'\kappa$. When the added term is small compared with $n^2$, $n'\approx n$, so

$$\kappa\approx\frac{\operatorname{Im}\varepsilon}{2n}.$$

The field of the wave varies as $e^{2\pi i\nu(n'+i\kappa)z}$. Its magnitude falls as $e^{-2\pi\nu\kappa z}$, and the intensity, being the square, as $e^{-4\pi\nu\kappa z}$. Thus

$$\alpha=4\pi\nu\kappa=\frac{2\pi\nu}{n}\operatorname{Im}\varepsilon .$$

At the band centre the real part of the denominator vanishes. Since $1/(-i)=i$, the oscillator term is $iNA/(\Gamma\nu_0)$, and

$$\alpha_{\rm net}=\frac{2\pi\nu_0}{n}\,\frac{NA}{\Gamma\nu_0}
=\frac{2\pi A}{n\Gamma}\,N,
\qquad K=\frac{n\Gamma}{2\pi A}.$$

The peak is proportional to $N$ as long as $A$ and $\Gamma$ do not change with $N$ and the absorption is weak. The second condition is well met: for a total absorption of 3.8 cm⁻¹, $\operatorname{Im}\varepsilon=n\alpha/(2\pi\nu_0)\approx0.002$, against $n^2\approx11.7$.

The proportionality was tested without the weak-absorption approximation, by taking the complex square root of $\varepsilon$. With $\Gamma=33$ cm⁻¹, the strength was set so that a crystal with $2.0\times10^{17}$ oxygen atoms per cm³ obeys the given calibration. This gave $A=5.72\times10^{-17}$ cm. A search for the density whose net peak is 3 cm⁻¹ then gave $9.420\times10^{17}$ cm⁻³. This supports the linear law within the model. It does not confirm the value of $K$, which entered as an input.

**The density.** Direct proportion gives

$$N=3.14\times10^{17}\ \text{cm}^{-2}\times3\ \text{cm}^{-1}
=9.42\times10^{17}\ \text{cm}^{-3}
\approx9.4\times10^{17}\ \text{cm}^{-3}.$$

Silicon has $4.99\times10^{22}$ atoms per cm³, so there are

$$\frac{9.42\times10^{17}}{4.99\times10^{22}}=1.89\times10^{-5}$$

oxygen atoms per silicon atom, or 18.9 parts per million. The volume per oxygen atom is $1/N$, a cube with an edge of 10.2 nm. This length is a measure of the spacing, not the distance to the nearest oxygen neighbour, which varies from atom to atom in a random arrangement.

## Solution of part (b)

**Transmittance of a polished wafer.** At normal incidence a face between air and silicon reflects the fraction

$$R=\left(\frac{n-1}{n+1}\right)^2=\left(\frac{2.42}{4.42}\right)^2=0.2998$$

of the intensity. The imaginary part of the index, $\kappa=\alpha/(4\pi\nu_0)\approx3\times10^{-4}$, is too small to matter here.

Let $x=e^{-\alpha d}$ be the factor for one passage through the wafer, with $\alpha$ the total absorption. Light that enters, crosses once and leaves contributes $(1-R)^2x$. Light that is reflected at the back face and again at the front face makes two more passages, so its contribution is smaller by the factor $R^2x^2$. Each further round trip brings the same factor. The sum is a geometric series:

$$T=(1-R)^2x\left(1+R^2x^2+R^4x^4+\cdots\right)
=\frac{(1-R)^2x}{1-R^2x^2}.$$

Here intensities are added, although the waves interfere. The reason is averaging over wavenumber. A round trip changes the phase by $4\pi\nu nd$. This phase grows by $2\pi$ when $\nu$ grows by

$$\Delta\nu=\frac{1}{2nd}=\frac{1}{2\times3.42\times0.20\ \text{cm}}=0.73\ \text{cm}^{-1}.$$

A spectrometer with a resolution of 4.0 cm⁻¹ averages over several such fringes. In the squared sum of the wave amplitudes, the products of different round trips carry oscillating phases and average to nearly zero. The squares of the single amplitudes remain, and they form the series above. An instrument that resolves the fringes needs a different analysis.

**Solving for the absorption.** Multiply by the denominator and collect the terms:

$$T-R^2Tx^2=(1-R)^2x
\quad\Longrightarrow\quad
R^2T\,x^2+(1-R)^2x-T=0.$$

The product of the two roots is $-1/R^2$, which is negative, so one root is positive and one negative. An attenuation factor must be positive:

$$x=\frac{-(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}}{2R^2T}.$$

The numerator is a small difference of two similar numbers. Multiplying numerator and denominator by $(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}$ turns the numerator into $4R^2T^2$, and division by $2R^2T$ leaves

$$x=\frac{2T}{(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}},$$

which is better suited to hand calculation.

With $(1-R)^2=0.4903$, the square root is 0.5100 for the sample and 0.5588 for the reference. Therefore

$$x_s=\frac{2\times0.2339}{0.4903+0.5100}=0.468,\qquad
x_r=\frac{2\times0.4470}{0.4903+0.5588}=0.852.$$

From $\alpha=-\ln(x)/d$, keeping further digits until the end,

$$\alpha_s=3.80\ \text{cm}^{-1},\qquad \alpha_r=0.80\ \text{cm}^{-1}.$$

The reference contains lattice absorption alone. The sample contains the same lattice absorption plus that of oxygen, so

$$\alpha_{\rm net}=\alpha_s-\alpha_r=3.80-0.80=3.00\ \text{cm}^{-1}.$$

The readings in part (b) thus correspond to the absorption and the density of part (a). The subtraction requires both wafers to be at the same temperature and to have the same absorption apart from oxygen.

## Comparison of the estimate with the solution

The first estimate gave 3.24 cm⁻¹ instead of 3.00 cm⁻¹, and hence a density 7.9 % too high. The transmittance formula shows the origin of the difference. The factors $(1-R)^2$ do cancel in the ratio, but the denominators do not:

$$\frac{T_s}{T_r}=\frac{x_s}{x_r}\,\frac{1-R^2x_r^2}{1-R^2x_s^2}.$$

Since $x_s/x_r=e^{-\alpha_{\rm net}d}$, taking the logarithm and dividing by $-d$ gives

$$\frac1d\ln\frac{T_r}{T_s}
=\alpha_{\rm net}+\frac1d\ln\frac{1-R^2x_s^2}{1-R^2x_r^2}.$$

For the present wafers $R^2x_s^2=0.0197$ and $R^2x_r^2=0.0653$. The last term is

$$\frac{1}{0.20\ \text{cm}}\ln\frac{0.9803}{0.9347}=0.24\ \text{cm}^{-1},$$

which is the whole discrepancy. Physically, light on repeated paths crosses the wafer three times or more and is weakened more strongly by oxygen. The clear reference gains more from these paths than the sample does. The simple ratio counts this loss as additional oxygen.

Two limits show how the error depends on thickness. In a very thick wafer both $x_s$ and $x_r$ tend to zero, the logarithm in the correction vanishes, and the simple ratio becomes correct. The transmitted signal also vanishes, so this limit is of little use for measurement.

In a thin wafer, with $\alpha_sd\ll1$ and the fringes still averaged, $x^2\approx1-2\alpha d$. Then

$$1-R^2x^2\approx(1-R^2)\left(1+\frac{2R^2\alpha d}{1-R^2}\right).$$

Using $\ln(1+u)\approx u$ for both wafers and subtracting,

$$\frac1d\ln\frac{T_r}{T_s}\approx
\alpha_{\rm net}\left(1+\frac{2R^2}{1-R^2}\right)
=\alpha_{\rm net}\,\frac{1+R^2}{1-R^2}.$$

For $R=0.2998$ the last factor is 1.20, so the simple ratio approaches an error of 20 %. Thinning the wafer does not remove the effect of repeated reflections; it makes the relative error larger. At a resolution of 4.0 cm⁻¹ the limit itself is not reached. Near $d=0.04$ cm, where the error is about 16 %, the fringes begin to survive the averaging. At 0.03 cm the error lies anywhere between about 12 % and 22 %, depending on the fringe phase.

Two other slips would change the answer more. Without subtraction of the lattice absorption, the full 3.80 cm⁻¹ would be multiplied by $K$. The result, $1.19\times10^{18}$ cm⁻³, is 26.7 % above the correct one. If absorption were defined with powers of ten, its value would be $3/\ln10=1.30$ cm⁻¹. Multiplying this by the same $K$ would give $4.09\times10^{17}$ cm⁻³, which is 56.6 % too low. The calibration and the absorption coefficient must use the same logarithm.

## How accurate is the density?

**Calibration.** A rough uncertainty of 3 % in $K$ passes directly to $N$ and amounts to $2.8\times10^{16}$ cm⁻³. The third figure in $9.42\times10^{17}$ is therefore a result of multiplication, not knowledge about the crystal.

**Transmittance.** The logarithm of $T$ contains $\ln x-\ln(1-R^2x^2)$. Its derivative with respect to $\ln x=-\alpha d$ is

$$1+\frac{2R^2x^2}{1-R^2x^2}=\frac{1+R^2x^2}{1-R^2x^2},$$

which is 1.04 for the sample. A small error $\delta T$ therefore causes

$$\delta\alpha\approx-\frac{\delta T}{1.04\,T_sd}.$$

If the sample reading is too low by 0.002 and the reference is correct, $\delta\alpha\approx0.04$ cm⁻¹. The density comes out 1.4 % too high.

**Band width.** At fixed $N$ and $A$ the peak is proportional to $1/\Gamma$. If the band of the sample is 10 % broader than the calibration band, the net peak falls to $3/1.1=2.73$ cm⁻¹ and the density is read 9.1 % too low. No oxygen has disappeared; the same absorption has been spread over a wider band. Since the width of a vibrational band depends on temperature, a room-temperature value of $K$ must not be carried over to a hot or strongly cooled crystal.

**Resolution.** Near the centre, $\nu_0^2-\nu^2\approx2\nu_0(\nu_0-\nu)$, and the oscillator model gives

$$\alpha(\nu)\approx\frac{\alpha_{\rm net}}{1+4(\nu-\nu_0)^2/\Gamma^2}
\approx\alpha_{\rm net}\left[1-\frac{4(\nu-\nu_0)^2}{\Gamma^2}\right].$$

A Gaussian instrument profile with a full width of 4.0 cm⁻¹ has the standard deviation $s=4.0/2.355=1.70$ cm⁻¹. Averaging replaces $(\nu-\nu_0)^2$ by $s^2$, so the peak is lowered by the fraction $4s^2/\Gamma^2\approx0.01$. Averaging the transmittances themselves, as the instrument does, gives the same figure: the density is read 1.0 % too low. If the calibration was made at the same resolution and with the same band shape, $K$ already contains this effect.

**Free electrons.** Mobile electrons absorb in the infrared as well. In the Drude model they add $-\omega_p^2/(\omega^2+i\omega/\tau)$ to $\varepsilon$, where $\omega=2\pi c\nu$, $\omega_p^2=N_ee^2/(\varepsilon_0m^*)$, and the collision time $\tau=\mu m^*/e$ follows from the mobility $\mu$. For $\omega\tau\gg1$ the imaginary part is $\omega_p^2/(\omega^3\tau)$. With $\alpha=\omega\operatorname{Im}\varepsilon/(nc)$,

$$\alpha_e\approx\frac{\omega_p^2}{nc\,\omega^2\tau}.$$

For $N_e=1.0\times10^{15}$ cm⁻³, and rough values of 1300 cm²/Vs for the mobility and 0.26 electron masses for $m^*$, $\omega\tau$ is about 40 and $\alpha_e\approx0.014$ cm⁻¹. This is about 0.5 % of the net absorption. At a hundred times this density, with mobility and mass held fixed, it would be about 50 %. The real mobility at that doping is lower, roughly 800 cm²/Vs, which raises the Drude value to nearly 80 %. The reference must then have matching doping, or the smooth electronic background must be removed separately. The Drude value is only a rough guide, not an upper bound: a mobility measured with direct current need not describe scattering at infrared frequencies, and the absorption of real n-type silicon can be several times larger.

## Comparison with real wafers

An oxygen density of several $10^{17}$ to about $10^{18}$ cm⁻³ is typical of silicon pulled from a melt in a silica crucible, so the result lies in the usual range. The index, lattice absorption and band width used here are rough typical values for room temperature. The thickness of 0.20 cm suits an infrared test piece; many device wafers are nearer 0.07 cm. With that thickness and all other values unchanged, the correction formula gives an error of about 14 % for the simple ratio. An unpolished back face scatters light and breaks the assumption of two smooth faces.

Heat treatment can break another assumption, that all the oxygen is dissolved. Oxygen can gather into oxide precipitates, which the calibration does not count. If 10 % of the oxygen has precipitated and the precipitates do not disturb the band, the total content is $1/0.9=1.11$ times the density read from the peak. Precipitates that absorb close to 1107 cm⁻¹ also disturb the reading itself. The value $9.4\times10^{17}$ cm⁻³ is thus the density of dissolved oxygen, not necessarily the total oxygen content. The numerical output below lists the values for the model wafer.

## Table of computed values

```
calibration K: 3.14e+17 cm^-2
net peak absorption: 3.0 cm^-1
oxygen density K*alpha: 9.42e+17 cm^-3
oxygen density, two figures: 9.4e+17 cm^-3
silicon atom density: 4.99e+22 cm^-3
oxygen atomic fraction: 18.9 ppm
density^(-1/3), oxygen spacing: 10.2 nm
cross-section per oxygen: 3.18e-18 cm^2
band centre: 1107 cm^-1
band full width: 33 cm^-1
model calibration density: 2.0e+17 cm^-3
model oscillator strength A: 5.72e-17 cm
density found by model search: 9.420e+17 cm^-3
slab thickness: 2.0 mm
refractive index: 3.42
reflectance of one face: 0.2998
internal factor exp(-alpha_net d): 0.5488
transmittance, sample: 0.2339
transmittance, reference: 0.4470
absorption, sample: 3.800 cm^-1
absorption, reference: 0.800 cm^-1
recovered net absorption: 3.000 cm^-1
recovered oxygen density: 9.42e+17 cm^-3
no lattice subtraction: 1.19e+18 cm^-3
  its error: +26.7 %
simple ratio, net absorption: 3.238 cm^-1
simple ratio, density: 1.02e+18 cm^-3
  its error: +7.9 %
decadic mistake, density: 4.09e+17 cm^-3
  its error: -56.6 %
calibration uncertainty, rough: 3 %
  density uncertainty: 2.8e+16 cm^-3
transmittance error assumed: 0.002
  density change: +1.4 %
instrument resolution: 4.0 cm^-1
  fringe period: 0.73 cm^-1
  density change: -1.0 %
band 10 % broader, net peak: 2.727 cm^-1
  density change: -9.1 %
free electron density: 1.0e+15 cm^-3
electron mobility, rough: 1300 cm^2/Vs
electron mass ratio, rough: 0.26
free-electron absorption: 0.0143 cm^-1
  share of net: 0.48 %
```
